# Rapid and spike annealing: activation against diffusion for two Arrhenius processes

**Question.** After ion implantation a crystal is heated so that the dopant atoms become electrically active. The same heat makes them diffuse and blurs the implanted profile. Both processes speed up with temperature. Why, then, should a short anneal at high temperature blur the profile less than a long anneal at low temperature, when both activate the same fraction of the dopant? What decides whether it does?

**Answer.**

## The mechanism: two rates with different sensitivity

Let $\theta$ be the temperature measured as an energy. In the algebra this means atomic units with Boltzmann's constant also set to one; numbers are given in eV, Å and seconds. The model has an activation rate and a diffusivity, each with one constant barrier and one constant prefactor:

$$k(\theta)=k_0e^{-E_a/\theta},\qquad D(\theta)=D_0e^{-E_d/\theta}.$$

Their relative changes with temperature are

$$\frac{d\ln k}{d\theta}=\frac{E_a}{\theta^2},\qquad \frac{d\ln D}{d\theta}=\frac{E_d}{\theta^2}.$$

The process with the larger barrier gains more from a rise in temperature. If that process is activation, the time needed to activate falls by a larger factor than the diffusivity rises, and the product of diffusivity and time goes down. The shortness of the anneal is a consequence of the high temperature. Shortening an anneal without heating it more would simply leave the dopant less activated.

This compares two constant temperatures. A real anneal is a history $\theta(t)$, and a proof must cover all histories that give the same activation.

## What is held fixed and what is minimized

Let the activated fraction $f$ start at zero and obey

$$\frac{df}{dt}=k(\theta(t))\,g(f),\qquad g(f)>0$$

up to the desired fraction, with no deactivation. Dividing by $g$ and integrating over the anneal gives

$$\Theta\equiv\int k\,dt=\int_0^{f}\frac{df'}{g(f')}.$$

The right side depends on the final fraction alone. Fixing the activation is therefore the same as fixing the dimensionless dose $\Theta$, whatever the history. For first-order kinetics $g=1-f$, so $\Theta=-\ln(1-f)$. For second-order kinetics $g=(1-f)^2$, so $\Theta=f/(1-f)$.

For diffusion, let $D$ depend on time through the temperature, but not on position, concentration or the history of defects. The concentration $c(x,t)$ obeys $\partial_t c=D(t)\,\partial_x^2c$. Take a profile centred at $x=0$ that vanishes far away, with $N=\int c\,dx$ and variance $\sigma^2=N^{-1}\int x^2c\,dx$. Two integrations by parts, with vanishing boundary terms, give

$$\frac{d\sigma^2}{dt}=\frac{D}{N}\int x^2\,\partial_x^2c\,dx=\frac{D}{N}\int 2c\,dx=2D.$$

The added variance is thus

$$L^2=2S,\qquad S\equiv\int D\,dt.$$

The length $L$ measures the blurring, and $S$ is the quantity to minimize at fixed $\Theta$.

## The minimization

The price of activation, in units of diffusion, is the ratio

$$r(\theta)=\frac{D}{k}=\frac{D_0}{k_0}\,e^{(E_a-E_d)/\theta},\qquad \frac{dr}{d\theta}=-\frac{E_a-E_d}{\theta^2}\,r.$$

For $E_a>E_d$ the price falls with temperature. The prefactors set its size but not the direction in which it changes.

Some upper limit $\theta_h$ is needed, set for instance by melting or by the equipment. Let the history satisfy $0<\theta(t)\le\theta_h$, with its duration left free and with heating and cooling taken as instantaneous for now. Since $D=rk$,

$$S-r(\theta_h)\Theta=\int\left[r(\theta(t))-r(\theta_h)\right]k(\theta(t))\,dt .$$

For $E_a>E_d$ the bracket is never negative, because $r$ takes its lowest value at $\theta_h$, and $k$ is positive. Hence

$$S\ \ge\ r(\theta_h)\,\Theta .$$

Equality requires the bracket to vanish at almost all times, so the temperature must be $\theta_h$ throughout. The dose then fixes the duration:

$$t_h=\frac{\Theta}{k(\theta_h)} .$$

This is the proof: the best anneal is a hold at the highest allowed temperature, and it lasts only as long as activation requires.

If $E_a=E_d$, then $r$ is constant and $S=(D_0/k_0)\Theta$ for every history. If $E_a<E_d$, then $r$ rises with temperature. Once a lower temperature limit is also set, the same argument selects a hold at that limit, with a correspondingly long duration. Without such a limit there is no best anneal: ever colder and longer holds bring $S$ as close to zero as desired.

For $E_a>E_d$ and a hold without an upper temperature limit, $S$ would approach $(D_0/k_0)\Theta$ from above as $\theta\to\infty$, without reaching it. This is a formal limit, since no crystal survives it.

## How the blurring depends on the hold time

For a hold of duration $t$ at constant temperature, $k=\Theta/t$. To eliminate the temperature, write $e^{-1/\theta}=(k/k_0)^{1/E_a}$ and raise it to the power $E_d$:

$$D=D_0\left(\frac{k}{k_0}\right)^p,\qquad p=\frac{E_d}{E_a}.$$

Then

$$S=Dt=D_0t\left(\frac{\Theta}{k_0t}\right)^p
=\Theta\frac{D_0}{k_0}\left(\frac{k_0t}{\Theta}\right)^{1-p},
\qquad L\propto t^{(1-p)/2}.$$

At fixed activation, a shorter and correspondingly hotter hold gives a smaller $L$ if $p<1$. The gain is weak when the barriers are close. When $E_d\ll E_a$ it approaches $L\propto t^{1/2}$, because the diffusivity then hardly responds to the extra heat.

## A stationary point that is not the minimum

Suppose the total duration $\tau$ is also prescribed. Varying $\int(D-\lambda k)\,dt$ with respect to $\theta(t)$ gives $dD/d\theta=\lambda\,dk/d\theta$. A constant temperature satisfies this with a suitable multiplier $\lambda$, but that does not make it a minimum. Regard $D$ as the function $\varphi(k)=D_0(k/k_0)^p$. Its curvature is

$$\varphi''(k)=p(p-1)\frac{D_0}{k_0^2}\left(\frac{k}{k_0}\right)^{p-2},$$

which is negative for $p<1$. The time average of $k$ is fixed at $k_m=\Theta/\tau$, so Jensen's inequality for a concave function gives

$$\frac{S}{\tau}=\frac1\tau\int\varphi(k)\,dt\ \le\ \varphi(k_m).$$

The constant temperature is the worst choice when $E_a>E_d$. For $p>1$ the inequality reverses and it is the best choice.

To find the minimum for $p<1$, let the temperature lie between $\theta_c$ and $\theta_h$, with rates $k_c\le k_m\le k_h$. A concave curve lies above its chord:

$$\varphi(k)\ge\varphi(k_c)+\frac{k-k_c}{k_h-k_c}\left[\varphi(k_h)-\varphi(k_c)\right].$$

Averaging over time replaces $k$ by $k_m$ on the right. Equality holds if only the two end temperatures are used. The fraction of time spent at the hot end is then

$$w=\frac{k_m-k_c}{k_h-k_c}.$$

The wafer should be very hot for part of the time and as cold as allowed for the rest.

## Finite ramps: the spike anneal

Heating and cooling take time. Consider a spike that rises linearly at rate $u$ from $\theta_s$ to a peak $\theta_p$ and falls back at rate $v$. On the way up $dt=d\theta/u$, and on the way down $dt=-d\theta/v$. Both passes cover the same temperatures, so

$$\Theta=G\int_{\theta_s}^{\theta_p}k\,d\theta,\qquad
S=G\int_{\theta_s}^{\theta_p}D\,d\theta,\qquad G=\frac1u+\frac1v .$$

When the start is so cold that its contribution is negligible, the lower limit may be set to zero. With $\theta=\theta_p/y$ and $x=E/\theta_p$,

$$\int_0^{\theta_p}e^{-E/\theta}d\theta=\theta_p\int_1^\infty\frac{e^{-xy}}{y^2}dy=\theta_pE_2(x),$$

where $E_2$ is the exponential integral of order two. Put $y=1+s$:

$$E_2(x)=e^{-x}\int_0^\infty\frac{e^{-xs}}{(1+s)^2}ds\simeq\frac{e^{-x}}{x+2}.$$

The last step uses $(1+s)^{-2}=e^{-2s+s^2-\dots}$ and keeps $e^{-2s}$, since small $s$ dominates for $x\gg1$. The first omitted term has relative size $2/(x+2)^2$.

Compare the spike with an ideal hold at its own peak and with the same dose, for which $S=r(\theta_p)\Theta$. With $x_a=E_a/\theta_p$ and $x_d=E_d/\theta_p$,

$$P=\frac{S}{r(\theta_p)\Theta}=\frac{e^{x_d}E_2(x_d)}{e^{x_a}E_2(x_a)}\simeq\frac{x_a+2}{x_d+2}.$$

For large $x_a$ and $x_d$ this tends to $E_a/E_d$. The reason is visible near the peak: $k$ falls by a factor $e$ over a temperature interval of about $\theta_p^2/E_a$, and $D$ over the wider interval $\theta_p^2/E_d$. On both flanks diffusion fades more slowly than activation, so the flanks contribute a larger share of $S$ than of $\Theta$. At a given peak, this penalty does not depend on the ramp rates.

Faster ramps still help. They reduce $G$, so the same dose requires a higher peak. Let $M=S/\Theta$, which is the average of $r$ over the visited temperatures with weight $k$. Differentiating the quotient of the two integrals gives

$$\frac{dM}{d\theta_p}=\frac{k(\theta_p)\left[r(\theta_p)-M\right]}{\int_{\theta_s}^{\theta_p}k\,d\theta}.$$

For $E_a>E_d$, $r(\theta_p)$ is lower than every other value in the average, so the derivative is negative. Faster ramps reduce $S$ at fixed activation, provided that the higher peak is allowed.

## Numbers

Take round model parameters, not those of a particular material: $E_a=4$ eV, $E_d=3$ eV, $k_0=10^{16}$ s$^{-1}$ and $D_0=10^{14}$ Å$^2$/s. First-order activation of 90% requires $\Theta=\ln10=2.303$. Let the upper limit be $\theta_h=0.12$ eV, or 1393 K.

At this limit $k=33.38$ s$^{-1}$ and $D=1389$ Å$^2$/s. Therefore

$$t_h=\frac{2.303}{33.38}=0.0690\ \text{s},\qquad
L=\sqrt{2(1389)(0.0690)}=13.8\ \text{Å}.$$

Holds at lower temperature, with equal activation, give:

| $\theta$ (eV) | time (s) | $L$ (Å) |
|---|---|---|
| 0.09 | 4615 | 55.5 |
| 0.10 | 54.2 | 31.8 |
| 0.11 | 1.43 | 20.2 |
| 0.12 | 0.0690 | 13.8 |

From 0.11 to 0.12 eV the activation rate grows 20.70 times and the diffusivity 9.71 times. The budget $S$ changes by the factor $9.71/20.70=0.469$, and $L$ by its square root, 0.685. Over the whole table the time falls by a factor of about 67,000, but $L$ only by about 4. This is the predicted law $L\propto t^{1/8}$ for $p=3/4$: a modest gain in length requires an enormous reduction in time.

The minimum was also sought by a linear optimization that was free to distribute the time over 21 temperatures from 0.10 to 0.12 eV. It put all the time at 0.12 eV. With the two barriers exchanged it put all the time at 0.10 eV, which confirms that the order of the barriers decides the direction.

Now prescribe a total duration of 1.428 s between 0.10 and 0.12 eV. The constant temperature that gives the required dose is 0.11 eV, with $L=20.2$ Å, and it is the worst schedule. For the best one, the rates $k_c=0.0425$, $k_m=1.612$ and $k_h=33.38$ s$^{-1}$ give $w=0.0471$, hence 0.0672 s at the hot end and 1.3608 s at the cold end. The budget is

$$S=1389(0.0672)+9.358(1.3608)\approx106\ \text{Å}^2,$$

so $L=14.6$ Å. The excess over 13.8 Å is the cost of having to spend the remaining time at 0.10 eV instead of somewhere colder.

For spikes that start and end at 0.03 eV, the results at the same dose are:

| up, down (eV/s) | peak (eV) | $L$ (Å) |
|---|---|---|
| 0.002, 0.001 | 0.1069 | 26.4 |
| 0.02, 0.01 | 0.1135 | 20.1 |
| 0.2, 0.1 | 0.1210 | 15.3 |

The fastest spike peaks at 1405 K, slightly above the limit set for the holds. Under that limit it would have to be cut off at 0.12 eV and the missing dose supplied by a brief hold there. Even with its higher peak it blurs more than the ideal hold at 0.12 eV, because of its flanks.

For the middle spike $x_a=35.2$ and $x_d=26.4$, so the estimated penalty is $37.2/28.4=1.31$, in agreement with the directly integrated value 1.311. This spike lasts $(0.1135-0.03)(50+100)\approx12.5$ s in all, almost nine times as long as the hold at 0.11 eV, yet its $L$ is practically the same. Most of its duration is too cold to matter. Total time is therefore a poor measure of an anneal; what counts is how the activation dose is distributed over temperature.

A direct solution of the kinetic and diffusion equations through this spike gives the intended 90% activation and a profile that agrees with the predicted Gaussian, whose width grows from 30.0 to 36.1 Å. These and the other checks appear in the numerical output.

## Where the argument stops

The proof needs $r$ to be a function of the present temperature alone. Implantation damage can release point defects that temporarily raise the diffusivity. Then $D$ depends on the earlier history, and the order of two barriers no longer settles the matter. In implanted silicon this transient enhancement often dominates the broadening, so the two-barrier model alone does not show why short hot anneals help in such wafers. If $D$ depends on concentration, the added variance is no longer $2S$. When the dependence factorizes as $D(\theta)h(c)$, the final profile still depends on the history only through $S=\int D(\theta)\,dt$ and the argument carries over. When the enhancement itself changes with temperature, as through the ratio of carrier density to intrinsic density, no single number describes the history. If the profile reaches the surface, the boundary terms no longer vanish and the added variance is not $2S$; with an impermeable surface, however, the final profile still depends on the history only through $S$. If activation is reversible or limited by solubility, equal $\Theta$ no longer guarantees equal activation.

Constant barriers, on the other hand, are not essential. The inequality used only $r(\theta)\ge r(\theta_h)$ for all allowed temperatures. For rates that are not of Arrhenius form, the hottest hold remains optimal whenever the measured or computed ratio $D/k$ has its lowest value at the upper temperature limit.

## Table of computed values

```
activation barrier 4.0 eV, diffusion barrier 3.0 eV
prefactors: K0 1.0e+16 1/s, D0 1.0e+14 angstrom^2/s
activated fraction 0.90, dose 2.3026
hottest allowed theta 0.12 eV = 1393 K
hold at 0.09 eV: k 4.989e-04 1/s, D 3.338e-01 angstrom^2/s
  time 4615 s, L 55.51 angstrom
hold at 0.10 eV: k 4.248e-02 1/s, D 9.358e+00 angstrom^2/s
  time 54.2 s, L 31.85 angstrom
hold at 0.11 eV: k 1.612e+00 1/s, D 1.431e+02 angstrom^2/s
  time 1.428 s, L 20.22 angstrom
hold at 0.12 eV: k 3.338e+01 1/s, D 1.389e+03 angstrom^2/s
  time 0.06898 s, L 13.84 angstrom
exponent of L against hold time 0.1250
from 0.11 to 0.12 eV: k times 20.70, D times 9.71
formal infinite-temperature L 0.215 angstrom
linear program, EA > ED: all time at 0.12 eV
barriers exchanged: all time at 0.10 eV
  its S relative to the hottest hold 0.1889
fixed duration 1.4280 s, theta from 0.10 to 0.12 eV:
  worst: constant 0.11 eV, L 20.22 angstrom
  best: 0.0672 s at 0.12 eV, 1.3608 s at 0.10 eV
  best L 14.57 angstrom
  barriers exchanged: best is constant 0.11 eV
200 random histories: smallest L 15.09, median 19.60 angstrom
spikes start and end at 0.03 eV
ramps 0.002 up, 0.001 down eV/s: peak 0.1069 eV = 1241 K
  L 26.40 angstrom, equivalent hold at peak 4.0742 s
  S over hold at same peak 1.3123, estimate 1.3112
ramps 0.020 up, 0.010 down eV/s: peak 0.1135 eV = 1318 K
  L 20.08 angstrom, equivalent hold at peak 0.4582 s
  S over hold at same peak 1.3111, estimate 1.3099
ramps 0.200 up, 0.100 down eV/s: peak 0.1210 eV = 1405 K
  L 15.29 angstrom, equivalent hold at peak 0.0519 s
  S over hold at same peak 1.3098, estimate 1.3084
barrier ratio EA/ED 1.3333
middle spike solved directly: first-order fraction 0.90000
  second-order fraction 0.69721
  Gaussian width 30.0 to 36.10 angstrom
  largest profile error 1.5e-04 of initial peak
```
